# Why Empty Pores Soften a Solid but Leave Its Thermal Expansion Unchanged

## What goes wrong

A dielectric film with 30 % porosity has lost much of its stiffness, and it is tempting to scale its thermal expansion coefficient down as well. Take a skeleton that expands by 12 ppm/K on a substrate that expands by 3 ppm/K. Scaling by the solid fraction gives $0.70\times12=8.4$ ppm/K, so the mismatch with the substrate appears to be 5.4 ppm/K. The correct mismatch is 9 ppm/K. At a given film stiffness, the thermal stress is then underestimated by 40 %.

A second error arises when the thickness of a bonded film is measured against temperature. That slope can change with porosity, through the elastic constants, and this can be mistaken for a change in the expansion coefficient of the material.

Both errors are avoided by separating two questions: what size does the body take when nothing holds it, and how does it respond to force?

## The free body

Let the solid part be connected, homogeneous and isotropic, with bulk modulus $K>0$, shear modulus $G>0$ and linear expansion coefficient $\alpha$. The pores may have any shape and size. They are empty, and for now surface stress is neglected. The body is stress-free at the start, its temperature rises uniformly by $\Delta T$, and strains are small. Tensile stress is positive.

Heating alone changes the natural length of every material element by the fraction $\alpha\Delta T$. Stress arises from the strain in excess of this:

$$\sigma=\lambda\,\mathrm{tr}(\varepsilon-\alpha\Delta T\,I)\,I+2G(\varepsilon-\alpha\Delta T\,I),\qquad \lambda=K-\tfrac23G .$$

Here $\varepsilon$ is the total strain and $I$ the unit tensor. Try the displacement

$$u=\alpha\Delta T\,x .$$

Its strain is $\varepsilon=\alpha\Delta T\,I$, so the excess strain is zero and $\sigma=0$ at every point. Equilibrium, $\nabla\cdot\sigma=0$, holds. So does the free-surface condition $\sigma n=0$, for any surface normal $n$, on the outside and on every pore wall. The shape of the pores never enters.

No other deformation is possible. Let $v$ be the difference of two solutions. The thermal terms cancel, so $v$ produces a stress $\sigma_v=\lambda\,\mathrm{tr}(\varepsilon_v)I+2G\varepsilon_v$ that is in equilibrium and exerts no traction on any surface. Integration by parts gives

$$\int\sigma_v:\varepsilon_v\,dV=\oint v\cdot\sigma_v n\,dS-\int v\cdot(\nabla\cdot\sigma_v)\,dV=0 .$$

Split the strain into its trace $t$ and its traceless part $e$. Since $\varepsilon_v:\varepsilon_v=e:e+t^2/3$,

$$\sigma_v:\varepsilon_v=\left(\lambda+\tfrac23G\right)t^2+2G\,e:e=Kt^2+2G\,e:e .$$

Both terms are non-negative, so both vanish everywhere. The difference $v$ has no strain, and in a connected solid it is a rigid motion.

The porous body therefore expands with the coefficient $\alpha$ of the dense solid. It is a uniform enlargement: pores grow by the same fraction as the outside, and the porosity stays the same. If $\alpha$ varies with temperature, $\alpha\Delta T$ is replaced by $\int\alpha\,dT$ and the argument is unchanged.

A numerical case shows that regular pores are not needed. A cube with overlapping spherical pores and a slit, of porosity 0.18, was heated in a finite-element calculation. The largest departure from $\alpha\Delta T\,x$ was $4\times10^{-10}$ of the thermal growth of the cube edge. When the same pores were filled with a solid of equal moduli but expansion $3\alpha$, the departure was 0.755 of that growth. Part of this figure is a rigid motion that depends on which corners of the cube are held; the rest is extra enlargement and distortion.

## Why stiffness behaves differently

Imagine the dense body first, and mark out the plug of material that will become a pore.

During free heating the plug and its surroundings grow by the same fraction. They exert no force on each other. Removing the plug takes away no support, and the surroundings stay where they are.

Under an external load the plug carries stress $\sigma$ and in general exerts tractions on its surroundings. Removing it takes those tractions away, and the surroundings must deform until the new wall is free. The body has become softer.

An energy argument sets a lower limit to the loss, though the actual loss may be much larger. Let the outer surface of a body of total volume $V$, with porosity $\phi$, be displaced by $u=\epsilon x$. Define the effective bulk modulus $K^*$ by the stored energy $W=\tfrac92K^*\epsilon^2V$. Compare the true displacement $u$ with any other displacement $u+w$ that agrees with it on the outer surface. There is no heating, and the energy is quadratic, so

$$W[u+w]=W[u]+\int\sigma(u):\varepsilon(w)\,dV+W[w].$$

By integration by parts, the middle term is a surface integral of $w\cdot\sigma(u)n$. It vanishes because $w=0$ on the outside and $\sigma(u)n=0$ on the pore walls. The true displacement therefore has the lowest energy.

Now use the uniform field $\epsilon x$ throughout the solid as a trial. Its stress is $3K\epsilon I$ and its energy density is $\tfrac12\times3\times(3K\epsilon)\epsilon=\tfrac92K\epsilon^2$, present in the volume $(1-\phi)V$. Hence

$$K^*<(1-\phi)K .$$

The inequality is strict because the trial puts a traction $3K\epsilon n$ on the pore walls, so it is not the true solution.

For Young's modulus $E$, displace two opposite ends without friction and leave the sides free. The trial strain $(\epsilon,-\nu\epsilon,-\nu\epsilon)$, with $\nu$ the Poisson ratio, has energy density $\tfrac12E\epsilon^2$. The same argument gives $E^*\le(1-\phi)E$. Equality requires pore walls parallel to the pull, as in straight channels along it, since the trial stress then leaves the walls free.

The factor $1-\phi$ thus accounts for missing material. The further loss comes from non-uniform deformation around the pores.

## How large: a hollow sphere

A sphere with inner radius $a$, outer radius $b$ and porosity $\phi=a^3/b^3$ shows both behaviours in one formula. For a radial displacement $u(r)$, the strains are $u'$ along the radius and $u/r$ in the two transverse directions. With $\Theta=u'+2u/r$,

$$\sigma_r=\lambda\Theta+2Gu'-3K\alpha\Delta T,\qquad
\sigma_\theta=\lambda\Theta+2G\frac ur-3K\alpha\Delta T,$$

where $3\lambda+2G=3K$ was used. Radial equilibrium, $\sigma_r'+2(\sigma_r-\sigma_\theta)/r=0$, becomes

$$\lambda\Theta'+2G\left(u''+\frac{2u'}r-\frac{2u}{r^2}\right)=(\lambda+2G)\Theta'=0 .$$

So $\Theta$ is a constant, called $3A$. Then $(r^2u)'=3Ar^2$, and integration gives

$$u=Ar+\frac B{r^2},\qquad \sigma_r=3K(A-\alpha\Delta T)-\frac{4GB}{r^3}.$$

**Heating, no load.** Here $\sigma_r=0$ at both $a$ and $b$. Subtracting the two conditions gives $B(1/a^3-1/b^3)=0$, so $B=0$ and $A=\alpha\Delta T$. The result is the uniform enlargement again.

**Load, no heating.** The inner wall is free, so $B=3KAa^3/(4G)$. The outer stress and outer strain are

$$\sigma_r(b)=3KA(1-\phi),\qquad \frac{u(b)}b=A\left(1+\frac{3K\phi}{4G}\right).$$

Since $K^*=\sigma_r(b)/[3u(b)/b]$,

$$\frac{K^*}{K}=\frac{1-\phi}{1+3K\phi/(4G)} .$$

The term $B$, which describes distortion around the pore, is zero for heating and non-zero for loading. It lowers the outer stress by the factor $1-\phi$ and raises the outer strain by the factor in the denominator. Without it the ratio would be 1.

Take a skeleton with $E=16$ GPa and $\nu=0.25$, so $K=10.67$ GPa and $G=6.40$ GPa. Then $3K/(4G)=1.25$. At $\phi=0.30$ the ratio is $0.70/1.375=0.509$: nearly half the bulk stiffness is lost, while the free expansion remains 12 ppm/K. For small porosity the ratio is approximately $1-2.25\phi$, so each per cent of porosity costs more than two per cent of bulk modulus. For a very thin shell, $\phi\to1$, it tends to $0.44(1-\phi)$, and the stiffness vanishes while the expansion coefficient still does not move.

## What "empty" has to mean

A pore counts as empty if its contents cannot push. Suppose a spherical filler with bulk modulus $K_f$ and expansion coefficient $\alpha_f$ is bonded to the wall. If it presses on the wall with pressure $p$, its own strain is $\alpha_f\Delta T-p/(3K_f)$. This must equal the wall strain $\epsilon_w$, so

$$p=3K_f(\alpha_f\Delta T-\epsilon_w).$$

The wall strain stays finite as $K_f\to0$, so the pressure vanishes however large $\alpha_f$ is.

For the sphere above and a filler with $\alpha_f=5\alpha$, the overall coefficient is 26.4 ppm/K when filler and skeleton are equally stiff. It is 15.8 ppm/K at one tenth of the stiffness, and 12.05 ppm/K at one thousandth. A filler much softer than the skeleton can therefore still matter.

Gas needs no new elastic problem. Apply a pressure $p$ to all surfaces, inside and out: the solid has uniform stress $-pI$ and strain $-p/(3K)$. Then remove the outer pressure by adding an outward pull $p$ with the pores free, which adds $p/(3K^*)$. What remains is pressure in the pores alone, with outer strain

$$\epsilon_p=\frac p3\left(\frac1{K^*}-\frac1K\right).$$

Here softness does enter, because a force is acting. Gas sealed at 1 atm and 300 K, then heated to 600 K at nearly fixed volume, gains 0.10 MPa. For the hollow sphere the shift is 0.01 ppm/K, which is negligible here.

## A film bonded to a substrate

A bonded film is not a free body. Let the substrate be thick enough to impose its own in-plane strain $\alpha_s\Delta T$, and let the film be thin compared with its width but thick compared with the pore spacing, so that effective elastic constants describe it. All stresses below are changes from the starting temperature, and the elastic constants are held fixed during heating.

For pores in a simple cubic array with axes along the film, the effective constants are $C_{11}$ and $C_{12}$. The natural strain of the film is still $\alpha\Delta T$, so its in-plane elastic strain is $\eta=(\alpha_s-\alpha)\Delta T$. The top is free, so the elastic strain $\eta_z$ along the normal obeys

$$0=C_{11}\eta_z+2C_{12}\eta\quad\Rightarrow\quad\eta_z=-R\eta,\qquad R=\frac{2C_{12}}{C_{11}} .$$

The in-plane stress is $(C_{11}+C_{12})\eta+C_{12}\eta_z$, or

$$\sigma=M^*(\alpha_s-\alpha)\Delta T,\qquad M^*=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

The total normal strain is $\alpha\Delta T+\eta_z$. Divided by $\Delta T$, it gives the apparent coefficient

$$\alpha_\perp=\alpha+R(\alpha-\alpha_s).$$

For the same skeleton at 30 % porosity, the finite-element array gives $C_{11}=10.4$ GPa and $C_{12}=2.78$ GPa. Its Young's modulus along a cube axis is 9.2 GPa, a fall of 42 % from 16 GPa and below the bound of 11.2 GPa. Its bulk modulus is 5.3 GPa, within about 2 % of the hollow-sphere value. The pore wall in this mesh is a staircase of voxels, which makes these moduli about 1 % low. For a smooth wall they converge to $C_{11}=10.5$, $C_{12}=2.81$, $E=9.3$ and $K^*=5.37$ GPa, the last about 1 % below the hollow sphere, and $R$ becomes 0.536. The stress and apparent coefficient given below do not change at the digits shown. Its free expansion, obtained from the forces on a clamped cell, is 12.0 ppm/K.

Heating by 300 K gives $\eta=-9\times10^{-6}\times300=-0.0027$. With $M^*=11.7$ GPa the stress is $-32$ MPa, which is compressive. The dense film has $M=E/(1-\nu)=21.3$ GPa and a stress of $-58$ MPa. Porosity has lowered the thermal stress through stiffness, with the mismatch unchanged.

The normal expansion is less obvious. The dense film has $R=2\nu/(1-\nu)=0.667$ and $\alpha_\perp=12+0.667\times9=18.0$ ppm/K. The porous film has $R=0.533$ and $\alpha_\perp=12+0.533\times9=16.8$ ppm/K. A thickness measurement would show a fall of 1.2 ppm/K, although the free coefficient is the same in both films. The size and even the sign of this change depend on the pore arrangement and on $\nu$. The same array with its body diagonal along the normal gives a rise of 0.2 ppm/K. The Hashin–Shtrikman estimate for isotropic pores gives a fall of 0.4 ppm/K, which vanishes at $\nu=0.2$ and becomes a rise below it.

## Where nanometre pores strain the assumptions

A surface stress $f$, a force per unit length, pulls on a curved wall. If $f$ is constant during a small change of radius, the surface energy changes by $d(4\pi r^2f)/dr=8\pi rf$ per unit radius. Division by the area $4\pi r^2$ gives an inward pull $2f/r$. A change $\Delta f$ on heating therefore acts like a pore pressure $p=-2\Delta f/a$.

Assume a slope of $-0.05$ mN/m per kelvin. This is a trial value, not a measured property of a film. Over 300 K, $\Delta f=-15$ mN/m, and for $a=1$ nm the equivalent pressure is $+30$ MPa. By the pressure formula the hollow sphere gains 3.0 ppm/K, a quarter of $\alpha$. At fixed porosity the shift varies as $1/a$, and falls to 1 % of $\alpha$ at a pore radius of about 25 nm. A slope of the opposite sign would reverse the shift. This estimate holds the moduli fixed. The standing stress $f$ also preloads the skeleton, so softening on heating gives a shift even when $\Delta f=0$. As a trial case, $f=0.1$ N/m, $a=1$ nm and moduli falling by 10 % over 300 K give $-2.2$ ppm/K, again varying as $1/a$.

The skeleton may also be inhomogeneous. To find the effect, compare a heated, traction-free state $T$ with an unheated state $P$ under a uniform outward pull $q$. The work of the forces of $P$ through the displacements of $T$ is $q\Delta V_T$, where $\Delta V_T$ is the thermal change of the outer volume. It equals $\int\sigma^P:\varepsilon^T\,dV$. Split $\varepsilon^T$ into its elastic part and $\alpha\Delta T\,I$. By the symmetry of the elastic constants the elastic part contributes $\int\varepsilon^P:\sigma^T\,dV$, which is zero because state $T$ has no applied forces. Therefore

$$q\,\Delta V_T=\Delta T\int\alpha\,\mathrm{tr}\,\sigma^P\,dV .$$

Local expansion is weighted by the mean stress that the place would carry under load. An empty pore carries none and has no vote. In a hollow sphere with uniform moduli, $\mathrm{tr}\,\sigma^P=9KA$ is constant, so the overall coefficient is the volume average of $\alpha$ over the solid.

Suppose a wall layer 0.2 nm thick has coefficient $2\alpha$ and unchanged moduli. With $a=1$ nm and $b=1.494$ nm it occupies 31 % of the solid, and the overall coefficient rises by $0.312\times12=3.7$ ppm/K.

## Setting the model beside real films

The parameters are round values in the regime of nanoporous organosilicate dielectrics on silicon: skeleton stiffness of order 10 GPa, pore radii near 1 nm, and a substrate coefficient of roughly 3 ppm/K. The skeleton's expansion varies with composition, and 12 ppm/K is a rough choice. Real pores are irregular and not arranged in a cubic array; that alters the moduli, and with them $R$ and the apparent thickness coefficient, but not the free expansion. The more serious departures are pore walls whose chemistry differs from the interior, and surface stress. In the two trial cases above each moves the free coefficient by 3 to 4 ppm/K, or 25 to 31 %. For such films the theorem is a baseline, not a guarantee.

## What to do

- For a homogeneous skeleton with empty pores, use its $\alpha$ without a porosity factor. Put the porosity into the moduli. If the porous grade has a different skeleton composition, the dense film's $\alpha$ does not carry over.
- Do not read $\alpha$ directly from the thickness of a bonded film. Solve the relation above for it, with the $R$ of the porous film. For the cubic array $R=2C_{12}/C_{11}$; if the pores are flattened or elongated along the film normal, it becomes $2C_{13}/C_{33}$, with axis 3 along the normal:

$$\alpha=\frac{\alpha_\perp+R\alpha_s}{1+R}.$$

In the example, $(16.8+0.533\times3)/1.533=12.0$ ppm/K. Using the dense film's $R=0.667$ instead would give 11.3 ppm/K, a false fall of 6 % for this array and orientation; for isotropic pores in the same skeleton the error is nearer 2 %.

- Separate reversible expansion from permanent shrinkage by repeating the thermal cycle until heating and cooling agree. Loss of water or residues changes the material and lies outside this analysis.
- If the corrected $\alpha$ still varies with porosity, examine pore contents, wall chemistry and surface stress. At fixed porosity and skeleton composition, a shift proportional to $1/a$ is what the surface-stress model predicts. A thin wall layer also matters more in smaller pores, so pore size alone may not tell the two apart.

The full set of values is in the numerical output.

## Calculated quantities

```
Solid: Young modulus 16.0 GPa, Poisson ratio 0.25
Solid: bulk modulus 10.667 GPa, shear modulus 6.400 GPa
Solid expansion coefficient 12.00 ppm/K
Substrate expansion coefficient 3.00 ppm/K
Heating from 300 K to 600 K, dT = 300 K
Free thermal strain alpha*dT = 0.360 %
-- body with irregular pores
Porosity 0.1817
Largest relative misfit to alpha*dT*x, empty: 4.0e-10
Same, pores filled with 3*alpha solid: 0.755
Bulk modulus ratio K*/K = 0.6251
Volume bound 1-phi = 0.8183
-- hollow sphere
Porosity 0.30, inner radius 1.00 nm, outer 1.4938 nm
Growth on heating: inner 0.3600 %, outer 0.3600 %
K* from energy 5.4303 GPa, formula 5.4303 GPa
K*/K = 0.5091
Filler 5*alpha, stiffness ratio 1: 26.400 ppm/K
Filler 5*alpha, stiffness ratio 0.1: 15.789 ppm/K
Filler 5*alpha, stiffness ratio 0.001: 12.046 ppm/K
-- porous film, cubic array of pores
Porosity on grid 0.3001 (coarse grid 0.3050)
C11 = 10.415 GPa, C12 = 2.776 GPa
Young modulus 9.247 GPa (coarse grid 9.133 GPa)
Young modulus ratio 0.5779, bound 0.6999
Bulk modulus 5.323 GPa, ratio 0.4990
Hollow-sphere K* at this porosity 5.429 GPa
Poisson ratio 0.2104
Free expansion coefficient 12.0000 ppm/K
Biaxial modulus: dense 21.333, porous 11.712 GPa
Bonded film stress, dense -57.60 MPa
Bonded film stress, porous -31.62 MPa
Apparent normal expansion, dense 18.000 ppm/K
Apparent normal expansion, porous 16.798 ppm/K
-- neglected effects, as shifts of the free coefficient
Sealed gas: pressure rise 0.1013 MPa
Sealed gas: shift 0.0102 ppm/K
Surface stress slope (assumed) -0.050 mN/m/K
Surface stress change -15.00 mN/m
Equivalent pore pressure 30.00 MPa
Surface stress: shift 3.013 ppm/K
Pore radius for a 1 % shift 25.1 nm
Wall layer 0.2 nm with 2*alpha: share 0.3120
Wall layer: shift 3.744 ppm/K
```
